\section*{Flux lost to a uniform numerical broadening in a lattice contact}

\section{The decision and the convention}

Before a transmission calculation is used, one has to decide whether the small imaginary energy that stabilised it may stay. Suppose that 0.1 meV has been left on every site of a contact in which an electron dwells for 100 fs. The answer depends on how much flux this removes, and on whether the missing part is small compared with the transmission itself.

The broadening replaces $E$ by $E+i\eta$ inside the contact, with $\eta=0.1$ meV. Equivalently, the contact Hamiltonian becomes $H-i\eta$. In a closed system, $i\hbar\,\partial_t\psi=(H-i\eta)\psi$ makes the total probability decay at the rate $2\eta/\hbar$: the amplitude decays at $\eta/\hbar$, and squaring doubles the rate. If 0.1 meV denotes the full width $2\eta$ instead, $\eta$ is 0.05 meV and the leading loss is halved.

The contact is a coherent one-channel chain between two lossless leads. No in-scattering term returns the absorbed electrons. Unit flux arrives from the left; $R$ and $T$ are the reflected and transmitted fractions.

\section{The flux balance}

Let $\varepsilon_n$ be the site energies and $-t_{n,n+1}$ the hopping matrix elements, with $t_{n,n+1}$ real and positive. On a contact site,
\begin{equation}
(E+i\eta-\varepsilon_n)\psi_n+t_{n-1,n}\psi_{n-1}+t_{n,n+1}\psi_{n+1}=0 .
\end{equation}
Multiply by $\psi_n^*$ and take the imaginary part. The real factor $E-\varepsilon_n$ drops out:
\begin{equation}
\eta|\psi_n|^2+t_{n-1,n}\,\mathrm{Im}(\psi_n^*\psi_{n-1})
+t_{n,n+1}\,\mathrm{Im}(\psi_n^*\psi_{n+1})=0 .
\end{equation}
The current from site $n$ to site $n+1$ is
\begin{equation}
J_{n,n+1}=\frac{2t_{n,n+1}}{\hbar}\,\mathrm{Im}(\psi_n^*\psi_{n+1}).
\end{equation}
Since $\mathrm{Im}(\psi_n^*\psi_{n-1})=-\mathrm{Im}(\psi_{n-1}^*\psi_n)$, multiplication by $2/\hbar$ gives
\begin{equation}
J_{n-1,n}-J_{n,n+1}=\frac{2\eta}{\hbar}|\psi_n|^2 .
\label{eq:local}
\end{equation}
More flux enters a site than leaves it, so positive $\eta$ absorbs.

In the left lead, let $\theta$ be the phase advance per site and $\psi_n=e^{i\theta n}+re^{-i\theta n}$. Then
\begin{equation}
\psi_n^*\psi_{n+1}=e^{i\theta}+|r|^2e^{-i\theta}
+re^{-i\theta(2n+1)}+r^*e^{i\theta(2n+1)} .
\end{equation}
The last two terms are complex conjugates, and their sum is real. The current entering the contact is therefore $j_{\rm in}(1-R)$, with $R=|r|^2$ and $j_{\rm in}=(2t_L/\hbar)\sin\theta$, where $t_L$ is the left-lead hopping. The current leaving on the right is $j_{\rm in}T$. Summing \eqref{eq:local} over the contact cancels the interior currents:
\begin{equation}
1-T-R=\frac{2\eta}{\hbar}\tau_\eta,\qquad
\tau_\eta=\frac{1}{j_{\rm in}}\sum_{n\in\text{contact}}|\psi_n|^2 .
\label{eq:exact}
\end{equation}
This is exact for the stated model. The time $\tau_\eta$ is the stored probability per unit incident flux in the \emph{damped} state. The estimate uses the undamped dwell time $\tau$:
\begin{equation}
1-T-R\simeq x,\qquad x=\frac{2\eta\tau}{\hbar}.
\label{eq:lead}
\end{equation}
For $\tau=100$ fs,
\begin{equation}
x=\frac{2(1.0\times10^{-4}\,\text{eV})(100\,\text{fs})}
{0.6582\,\text{eV fs}}=0.0304 .
\end{equation}

\section{The first correction}

The damping reduces the wave that it acts on, which changes $\tau_\eta$. To find the change, add a uniform potential $U$ to the contact sites while holding $E$ and the leads fixed. The contact equation then contains $E-U$, so the broadening is the value $U=-i\eta$.

Let $s_\beta(U)$ be the reflected and transmitted amplitudes, normalised so that $|s_\beta|^2$ is a flux fraction. For a finite contact they come from a finite set of linear equations. They can be expanded about $U=0$ provided that this set is nonsingular there, and $\eta$ must be small compared with the distance to the nearest singularity. With primes denoting $\partial/\partial U$ at $U=0$,
\begin{equation}
s_\beta(-i\eta)=s_\beta-i\eta s'_\beta-\frac{\eta^2}{2}s''_\beta+O(\eta^3).
\end{equation}
Squaring and summing gives
\begin{align}
T+R={}&1+2\,\mathrm{Re}\Big(-i\eta\sum_\beta s_\beta^*s'_\beta\Big)\nonumber\\
&+\eta^2\sum_\beta|s'_\beta|^2
-\eta^2\,\mathrm{Re}\sum_\beta s_\beta^*s''_\beta+O(\eta^3).
\label{eq:expand}
\end{align}
For real $U$ flux is conserved, $\sum_\beta|s_\beta|^2=1$. Its first two derivatives are
\begin{equation}
\mathrm{Re}\sum_\beta s_\beta^*s'_\beta=0,\qquad
\mathrm{Re}\sum_\beta s_\beta^*s''_\beta=-\sum_\beta|s'_\beta|^2 .
\label{eq:unitary}
\end{equation}
By the first relation, $\sum_\beta s_\beta^*s'_\beta=-iq$ with real $q$. The linear term in \eqref{eq:expand} is then $2\,\mathrm{Re}[(-i\eta)(-iq)]=-2\eta q$. Comparison with \eqref{eq:exact} at small $\eta$ gives $q=\tau/\hbar$, hence
\begin{equation}
\tau=i\hbar\sum_\beta s_\beta^*s'_\beta .
\label{eq:potential}
\end{equation}
The second relation makes the two quadratic terms equal, so
\begin{equation}
1-T-R=x-2\eta^2\sum_\beta|s'_\beta|^2+O(\eta^3).
\label{eq:correction}
\end{equation}

The Cauchy--Schwarz inequality, with $\sum_\beta|s_\beta|^2=1$, gives $\sum_\beta|s'_\beta|^2\ge\tau^2/\hbar^2$. Since $2\eta^2\tau^2/\hbar^2=x^2/2$, the quadratic term lowers the loss by at least $x^2/2$. Equality requires $s'_\beta$ to be proportional to $s_\beta$ with one common factor, so that all outgoing amplitudes respond with the same delay. Here $x^2/2=4.6\times10^{-4}$, which changes the estimate from 3.04\% to 2.99\% in that case.

The derivative in \eqref{eq:potential} is taken with respect to the contact potential. A group delay uses the energy, whose change also alters the lead waves, and need not equal $\tau$.

\section{Two limits}

\subsection{A path without reflection}

If reflection is negligible and all the flux moves forward with speed $v(z)$, the density is $J/v$. The continuous form of \eqref{eq:local} is
\begin{equation}
\frac{dJ}{dz}=-\frac{2\eta}{\hbar v(z)}J .
\end{equation}
Integration, with $\int dz/v=\tau$, gives
\begin{equation}
1-T-R\simeq1-e^{-x}=x-\frac{x^2}{2}+\cdots .
\end{equation}
This has the smallest quadratic correction allowed by \eqref{eq:correction}. A uniform chain of 304 sites with 1 eV hopping, at the band centre and with $\eta=0.1$ meV, has $x=3.0400\%$. Its computed loss is 2.9943\%, in agreement with $1-e^{-x}$.

\subsection{An isolated resonant level}

Let one level sit at the band centre, taken as $E=0$, between leads of hopping $t$. Broaden this level alone. Its links to the leads are $t_l$ and $t_r$.

With the left link cut, the incident and reflected waves must cancel on the site beyond the lead's end. At the band centre $\theta=\pi/2$, and the wave on the end site is $e^{-i\theta}-e^{i\theta}=-2i$. Restoring the link adds an outgoing wave. The end-site equation for this added wave is $t\psi_{-2}+t_l\psi_d=0$, where $\psi_d$ is the level amplitude. The outgoing condition $\psi_{-2}=i\psi_{-1}$ gives $\psi_{-1}=i(t_l/t)\psi_d$. The right lead contributes in the same way, so the level equation is
\begin{equation}
i\left(\eta+\frac{\Gamma}{2}\right)\psi_d=2it_l,
\qquad \Gamma=\Gamma_L+\Gamma_R,
\end{equation}
with $\Gamma_L=2t_l^2/t$ and $\Gamma_R=2t_r^2/t$. Since $j_{\rm in}=2t/\hbar$,
\begin{equation}
\tau_\eta=\frac{|\psi_d|^2}{j_{\rm in}}
=\frac{\hbar\Gamma_L}{(\Gamma/2+\eta)^2},\qquad
1-T-R=\frac{x}{(1+2\eta/\Gamma)^2}.
\label{eq:level}
\end{equation}
At $\eta=0$ this gives $\tau=4\hbar\Gamma_L/\Gamma^2$. For equal links $\tau=2\hbar/\Gamma$, so $2\eta/\Gamma=x/2$ and the loss is $x-x^2+\cdots$. With $x=0.0304$ it is 2.95\%, still about three percent.

The linear estimate fails when $\eta$ is not small compared with $\Gamma$. For $t=1$ eV, links of 0.10 and 0.07 eV and $\eta=3$ meV, $2\eta/\Gamma=0.201$. The linear value is 0.541, whereas both \eqref{eq:level} and the amplitude calculation give 0.375.

\section{A silicide--silicon contact}

Consider a one-band model in the regime of nickel silicide on heavily doped n-type silicon. The rough typical inputs are a barrier of 0.6 eV above the Fermi level, $10^{20}$ donors per cm$^3$, relative permittivity 11.7 and a Fermi level 0.07 eV above the silicon band edge. The silicon transport mass is $0.19m_0$. The silicide is represented by a band of mass $m_0$, filled to 5 eV above its bottom.

The contact contains 20 nm of silicon and 5 nm of silicide on a 0.1 nm grid. The band bending is $0.60+0.07=0.67$ eV, and the parabolic depletion layer is 2.9 nm wide. Electrons arrive from the silicon at 80.4 meV above its band edge, an energy chosen to make the undamped dwell time 100 fs. The full set of values is in the numerical output.

\begin{center}
\begin{tabular}{lcc}
\hline
& $\eta=0$ & $\eta=0.1$ meV\\
\hline
$R$ (\%) & 93.89 & 91.01\\
$T$ (\%) & 6.11 & 6.00\\
$T+R$ (\%) & 100.00 & 97.01\\
\hline
\end{tabular}
\end{center}

The shortfall is 2.99\% of the incident flux. The damped dwell time is 98.5 fs, and \eqref{eq:exact} reproduces the loss:
\begin{equation}
\frac{2(1.0\times10^{-4})(98.48)}{0.6582}=0.0299 .
\end{equation}
Two separate calculations were tested against each other here: $R$ and $T$ from a backward recursion, and the stored probability from a linear solve. Their losses agree within $10^{-8}$ of the incident flux. The potential derivative \eqref{eq:potential} also gives 100 fs, whereas the group delay between the same end sites is 96 fs (at zero grid spacing the two times become about 101 and 97 fs).

Most of the missing flux comes from reflection, which falls by 2.89 percentage points; transmission falls by 0.10. Thus $T$ changes by only 1.7\% of itself, but $1-R$ becomes 9.0\%. Used as a substitute for transmission, $1-R$ would exceed the undamped $T$ by 47\%. A three percent loss of incident flux is therefore not a three percent error in every quantity derived from it.

The side of incidence also matters. At the same energy and $\eta$, electrons arriving from the silicide have a dwell time of 13 fs and lose 0.40\% on this grid. These smaller values are more sensitive to the grid spacing: at zero spacing they fall by about a fifth, to 10.6 fs and 0.32\%.

Changing $\eta$ at fixed energy and geometry shows the range of the expansion. At 0.01 meV the linear and computed losses are 0.3039\% and 0.3034\%. At 1 meV they are 30.4\% and 26.2\%, so the linear estimate is no longer adequate. If 0.1 meV is the full width, the loss is 1.51\%.

Halving the grid spacing at the same energy leaves the loss at 3.0\%, but changes the undamped $T$ from 6.1\% to 5.5\%. For incidence from the silicon, the loss is therefore better converged than the transmission. Linear extrapolation of the two transmissions to zero spacing gives about 4.8\%. With that value, $1-R$ would exceed the undamped $T$ by about 60\%, rather than the 47\% found on the coarser grid.

\section{What a real contact changes}

The barrier and doping are plausible for such a contact, but the coherent 100 fs stay is not. A rough mobility of 100 cm$^2$/Vs and a conductivity mass of $0.26m_0$ imply a momentum lifetime of about 15 fs. The corresponding $\hbar/(2\times\text{lifetime})$ is 22 meV, far above $\eta$. Physical scattering redirects electrons without destroying them, so it cannot be represented by a larger bare $i\eta$. The model does not determine the dwell time with scattering; in the linear regime, each 10 fs change in it would move the loss by 0.3 percentage points.

Other omissions were sized one at a time. At the same incident energy, an unscreened image force changes the loss to 2.8\% and, on the 0.1 nm grid, raises the undamped $T$ from 6.1\% to 9.1\%. That transmission depends on how the $1/|x|$ singularity at the interface is cut off: softening it over 0.05 to 0.2 nm gives about 7\%, against 4.8\% without the image force at zero spacing, while the loss stays at 2.8\%. A heavy valley, with mass $0.92m_0$, has a dwell time of 210 fs and loses 6.2\%, while its undamped $T$ is only about 0.02\%. Averaging the light-valley loss over the 300 K energy window, with the potential profile fixed, gives 3.5\%. The mean donor distance, about 2.2 nm, is close to the depletion width, so the smooth doping profile is itself rough. The transmission is also sensitive to the barrier model. The abrupt parabolic profile ignores the electron tail of degenerate silicon; a profile from Poisson's equation with Fermi--Dirac statistics lowers $T$ from 4.8\% to about 3\%. A parabolic band used 0.6 eV into a 1.12 eV gap overstates the decay; a rough two-band dispersion raises $T$ to about 8\%. In both cases the loss stays at 3.0\%, so $T$ is known only to roughly a factor of two while the loss is robust.

\section{Choosing the broadening}

For a permitted loss $\delta\ll1$ of the incident flux, \eqref{eq:lead} requires
\begin{equation}
\eta\lesssim\frac{\hbar\delta}{2\tau},
\end{equation}
provided that the response is smooth on the scale of $\eta$. At $\tau=100$ fs, $\delta=0.001$ gives $\eta\lesssim3.3\ \mu$eV. If transmission is to be inferred from $1-R$, the loss must instead be small compared with $T$. With the extrapolated $T\approx0.048$, keeping it below one percent of $T$ means $\delta=4.8\times10^{-4}$ and $\eta\lesssim1.6\ \mu$eV. For this contact, the original 0.1 meV can stay if a three percent flux deficit is acceptable and $T$ is calculated directly, since $T$ then changes by 1.7\% of itself; it is too large for either of these stricter requirements. A small loss does not bound the error in $T$ in general. For the isolated level $T$ is proportional to $|\psi_d|^2$ and falls by the factor $(1+2\eta/\Gamma)^{-2}$: with $\tau=100$ fs, $\eta=0.1$ meV and $\Gamma_L/\Gamma=0.2$ the loss is 2.8\% while $T$ drops by 7\% of itself, and with $\Gamma_L/\Gamma=0.05$ the loss is 2.3\% while $T$ drops by 25\%.

\section*{Calculated quantities}
\begin{verbatim}
Barrier above Fermi level: 0.6 eV
Fermi level above Si band edge: 0.07 eV
Donor density: 1e+20 cm^-3
Relative permittivity: 11.7
Si transport mass: 0.19 m0
Silicide mass (model): 1 m0
Silicide band depth below Fermi level: 5 eV
Si length: 20 nm
Silicide length: 5 nm
Lattice spacing: 0.1 nm
Band bending: 0.67 eV
Depletion width: 2.944 nm
Peak field: 4.552 MV/cm
hbar: 0.658212 eV fs
Broadening eta: 0.1 meV
Incident energy above Si band edge: 80.4 meV
Dwell time, undamped: 100 fs
Dwell time, damped: 98.478 fs
Dwell time from potential derivative: 100 fs
Group delay, same end sites: 96.254 fs
First-order loss x: 3.039 %
1 - exp(-x): 2.993 %
R without broadening: 93.894 %
T without broadening: 6.106 %
R with broadening: 91.005 %
T with broadening: 6.002 %
T + R with broadening: 97.008 %
Lost flux 1 - T - R: 2.992 %
1 - R with broadening: 8.995 %
(1 - R with broadening) / (T without): 1.473
Relative change of T: -1.7 %
eta 0.01 meV: first order 0.3039 %, computed 0.3034 %
eta 0.10 meV: first order 3.0385 %, computed 2.9923 %
eta 1.00 meV: first order 30.3853 %, computed 26.1668 %
Loss if 0.1 meV is the full width: 1.508 %
From silicide: dwell time: 13.12 fs
From silicide: lost flux: 0.3972 %
Uniform chain: x 3.0400 %, loss 2.9943 %
Isolated level: x 0.5405, loss 0.3745, 2 eta/Gamma 0.2013
Half spacing: lost flux: 3 %
Half spacing: T without broadening: 5.458 %
Image force: T without broadening: 9.129 %
Image force: dwell time: 93.79 fs
Image force: lost flux: 2.809 %
Heavy valley mass: 0.92 m0
Heavy valley: T without broadening: 0.0205 %
Heavy valley: dwell time: 210.1 fs
Heavy valley: lost flux: 6.183 %
Lost flux averaged at 300 K: 3.52 %
Mean donor distance: 2.15 nm
Rough mobility: 100 cm2/Vs
Conductivity mass: 0.26 m0
Momentum lifetime from mobility: 14.8 fs
hbar/(2 lifetime): 22.3 meV
\end{verbatim}
